\section*{First crossing of neighbouring Stark manifolds in hydrogen, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

An electron moves about a fixed point proton in a uniform static field $F\ge 0$ along $+z$. Spin and relativity are left out. In Hartree atomic units
\begin{equation}
H=-\tfrac12\nabla^2-\frac1r+Fz ,
\end{equation}
where the sign of $Fz$ follows from the charge $-1$. The operator $L_z=-i\partial_\varphi$ commutes with $H$. Only $L_z^2$ enters, so its eigenvalue $m$ is taken as $m\ge0$. The levels that grow out of the zero-field energy $-1/(2n^2)$ form the Stark manifold $n$. Parabolic coordinates are $\xi=r+z$, $\eta=r-z$ and $\varphi$, so that $\rho^2=x^2+y^2=\xi\eta$, $z=(\xi-\eta)/2$ and $r=(\xi+\eta)/2$. A level carries the node numbers $n_1$ in $\xi$ and $n_2$ in $\eta$, with $n=n_1+n_2+m+1$ and $k=n_1-n_2$. Two levels matter most: level $a$, the top of manifold $n$ ($n_1=n-1$, $n_2=0$, $m=0$), and level $b$, the bottom of manifold $n+1$ ($n_1=0$, $n_2=n$, $m=0$). The field at which they have equal energy is $F_c$, and the Inglis--Teller field is $F_{\rm IT}=1/(3n^5)$.

Since $Fz\to-\infty$ for $z\to-\infty$, every level is a resonance that can decay by tunnelling. It is treated as bound, and Section~\ref{sec:tunnel} measures what this neglects.

\section{The estimate}

For large $n$ neighbouring shells are $d(-1/2n^2)/dn=1/n^3$ apart. The largest dipole in a shell belongs to the Kepler orbit of eccentricity one along the field axis. Its semi-major axis is $n^2$. In terms of the eccentric anomaly $u$, $r=n^2(1-\cos u)$ and $dt\propto(1-\cos u)\,du$. The time average is $\langle r\rangle=n^2\,\overline{(1-\cos u)^2}=\tfrac32n^2$, the bar being the mean over $u$ and the weight $1-\cos u$ having mean one. The orbit on the $+z$ side rises by $\tfrac32n^2F$, and the orbit of the next shell on the $-z$ side falls by the same amount. They close the gap when $3n^2F=1/n^3$, which is $F=F_{\rm IT}$. For $n=30$,
\begin{equation}
F_{\rm IT}=\frac{1}{3\times30^5}=1.372\times10^{-8}\ \text{a.u.}=70.5\ \text{V/cm},
\end{equation}
with $5.142\times10^9$ V/cm per atomic unit of field. The argument does not distinguish $n$ from $n+1$, so its relative error is of order $1/n$, and it cannot tell whether the levels cross or repel.

\section{Separation in parabolic coordinates}

Let $D=\rho\partial_\rho$. From $\rho=\sqrt{\xi\eta}$ and $z=(\xi-\eta)/2$ the chain rule gives $\xi\partial_\xi=\tfrac12(D+\xi\partial_z)$ and $\eta\partial_\eta=\tfrac12(D-\eta\partial_z)$. Applying $\xi\partial_\xi$ twice, and noting that it also acts on the explicit factor $\xi$, gives $(\xi\partial_\xi)^2=\tfrac14D^2+\tfrac12\xi(D+1)\partial_z+\tfrac14\xi^2\partial_z^2$. Because $\partial_\xi\xi\partial_\xi=\xi^{-1}(\xi\partial_\xi)^2$, and likewise for $\eta$,
\begin{align}
\partial_\xi\xi\partial_\xi&=\frac{D^2}{4\xi}+\tfrac12(D+1)\partial_z+\frac{\xi}{4}\partial_z^2, &
\partial_\eta\eta\partial_\eta&=\frac{D^2}{4\eta}-\tfrac12(D+1)\partial_z+\frac{\eta}{4}\partial_z^2 .
\end{align}
Define
\begin{equation}
L_1=-\partial_\xi\xi\partial_\xi+\frac{L_z^2}{4\xi}+\frac{F\xi^2}{4},\qquad
L_2=-\partial_\eta\eta\partial_\eta+\frac{L_z^2}{4\eta}-\frac{F\eta^2}{4}.
\end{equation}
The transverse Laplacian obeys $D^2+\partial_\varphi^2=\rho^2\nabla_\perp^2=\xi\eta\nabla_\perp^2$, so
\begin{align}
L_1&=-\frac{\eta}{4}\nabla_\perp^2-\tfrac12(D+1)\partial_z-\frac{\xi}{4}\partial_z^2+\frac{F\xi^2}{4},\nonumber\\
L_2&=-\frac{\xi}{4}\nabla_\perp^2+\tfrac12(D+1)\partial_z-\frac{\eta}{4}\partial_z^2-\frac{F\eta^2}{4}.
\label{eq:Lcyl}
\end{align}
The sum is $\tfrac12(\xi+\eta)\left[-\tfrac12\nabla^2+Fz\right]$, and $\tfrac12(\xi+\eta)/r=1$, hence
\begin{equation}
H=\frac{2(L_1+L_2-1)}{\xi+\eta}.
\label{eq:H}
\end{equation}
For $\psi=f_1(\xi)f_2(\eta)e^{im\varphi}$ the equation $H\psi=E\psi$ reads $(L_1-E\xi/2)\psi+(L_2-E\eta/2)\psi=\psi$. After division by $\psi$ each term depends on one variable only, so
\begin{equation}
\left(L_1-\tfrac12E\xi\right)f_1=Z_1f_1,\qquad \left(L_2-\tfrac12E\eta\right)f_2=Z_2f_2,\qquad Z_1+Z_2=1 .
\label{eq:sep}
\end{equation}
Put $E=-\kappa^2/2$, $x=\kappa\xi$ (or $\kappa\eta$), $f=F/\kappa^3$ and $Z=\kappa\lambda$. Dividing by $\kappa$ turns both equations into
\begin{equation}
\left[-\partial_xx\partial_x+\frac{m^2}{4x}+\frac x4\pm\frac{f x^2}{4}\right]g=\lambda g ,
\label{eq:oned}
\end{equation}
with the upper sign for $\xi$. If $\lambda(j,\pm f)$ is the eigenvalue with $j$ nodes, the energy follows from
\begin{equation}
\kappa\left[\lambda(n_1,f)+\lambda(n_2,-f)\right]=1 .
\label{eq:quant}
\end{equation}

At $f=0$ write $g=x^{m/2}e^{-x/2}w$. Then $xg'=x^{m/2}e^{-x/2}[xw'+\tfrac12(m-x)w]$, and one more derivative gives $(xg')'=x^{m/2}e^{-x/2}\{xw''+(m+1-x)w'+[(m-x)^2/4x-\tfrac12]w\}$. Since $(m-x)^2/4x=m^2/4x-m/2+x/4$, Eq.~\eqref{eq:oned} becomes Laguerre's equation $xw''+(m+1-x)w'+[\lambda-\tfrac12(m+1)]w=0$. Thus $w=L_j^m$ and $\lambda=s/2$ with $s=2j+m+1$. The recurrence $xL_j^m=-(j+1)L_{j+1}^m+sL_j^m-(j+m)L_{j-1}^m$ and the norm $\int x^me^{-x}(L^m_j)^2dx=(j+m)!/j!$ give, for functions normalized with weight $dx$,
\begin{equation}
\langle j|x|j\rangle=s,\qquad \langle j+1|x|j\rangle=-\beta_j,\qquad \beta_j^2=(j+1)(j+m+1)=\tfrac14\left[(s+1)^2-m^2\right].
\end{equation}

\section{Stark energies to second order}

The perturbation in Eq.~\eqref{eq:oned} is $fx^2/4$, and the unperturbed levels are one unit apart. Squaring the tridiagonal matrix gives
\begin{align}
\langle j|x^2|j\rangle&=s^2+\beta_j^2+\beta_{j-1}^2=\tfrac12(3s^2+1-m^2),\nonumber\\
\langle j+1|x^2|j\rangle&=-\beta_j\,[s+(s+2)],\qquad \langle j+2|x^2|j\rangle=\beta_j\beta_{j+1}.
\end{align}
The squared elements to $j-1$ and $j-2$ follow from those to $j+1$ and $j+2$ by $s\to-s$, and their denominators have the opposite sign. The second-order term is $-(f^2/16)(S_1+S_2)$ with
\begin{align}
S_1&=(s+1)^4-(s-1)^4-m^2\left[(s+1)^2-(s-1)^2\right]=8s^3+8s-4m^2s,\nonumber\\
S_2&=\tfrac1{32}\left\{(s^2+3+4s)^2-(s^2+3-4s)^2-16m^2s\right\}=\tfrac12\left(s^3+3s-m^2s\right).
\end{align}
In $S_2$ the factor $1/32$ is $1/16$ from $\beta_j^2\beta_{j+1}^2$ times $1/2$ from the denominator. The product $(s+1)(s+3)=s^2+3+4s$ was used, the $m^4$ terms cancel, and the $m^2$ terms give $(s+1)^2+(s+3)^2-(s-1)^2-(s-3)^2=16s$. Therefore
\begin{equation}
\lambda(j,f)=\frac s2+\frac f8(3s^2+1-m^2)-\frac{f^2}{32}s(17s^2-9m^2+19)+O(f^3).
\label{eq:lam}
\end{equation}
For the two coordinates $s_1=n+k$ and $s_2=n-k$, so $s_1+s_2=2n$, $s_1^2-s_2^2=4nk$ and $s_1^3+s_2^3=2n^3+6nk^2$. Equation~\eqref{eq:quant} becomes
\begin{equation}
n\kappa+\alpha F\kappa^{-2}-\gamma F^2\kappa^{-5}=1,\qquad \alpha=\tfrac32nk,\qquad \gamma=\tfrac{n}{16}(17n^2+51k^2-9m^2+19).
\end{equation}
Insert $\kappa=1/n+\kappa_1F+\kappa_2F^2$. Order $F$ gives $n\kappa_1+\alpha n^2=0$, so $\kappa_1=-\alpha n$. Order $F^2$ gives $n\kappa_2-2\alpha n^3\kappa_1-\gamma n^5=0$, so $\kappa_2=\gamma n^4-2\alpha^2n^3$. Then $E=-1/(2n^2)-\kappa_1F/n-(\kappa_2/n+\kappa_1^2/2)F^2$, whose $F^2$ coefficient is $\tfrac32\alpha^2n^2-\gamma n^3$. With $\tfrac32\alpha^2n^2=\tfrac{54}{16}n^4k^2$,
\begin{equation}
E=-\frac1{2n^2}+\frac32nkF-\frac{n^4}{16}\left(17n^2-3k^2-9m^2+19\right)F^2+O(F^3).
\label{eq:E}
\end{equation}
For $k\to n$ the slope is the classical $\tfrac32n^2$. The program tests both coefficients for $n=6$, $m=1$ against a diagonalization of $H$ in spherical Coulomb Sturmian functions, which does not use the separation.

\section{The first meeting}

The exact shell gap is $\Delta=\tfrac1{2n^2}-\tfrac1{2(n+1)^2}=(2n+1)/[2n^2(n+1)^2]$. For given $m$ the top level of shell $n$ has $k=n-1-m$ and the bottom level of shell $n+1$ has $k=-(n-m)$. Their slopes differ by $\tfrac32[n(n-1-m)+(n+1)(n-m)]=\tfrac32[2n^2-m(2n+1)]$, so to first order
\begin{equation}
F_1(m)=\frac{\Delta}{\tfrac32\left[2n^2-m(2n+1)\right]} .
\end{equation}
The steepest rising and the steepest falling level both have $m=0$, so $a$ and $b$ meet before any other pair taken from these two shells, of equal or unequal $m$. For them the slope difference is exactly $3n^2$, and
\begin{equation}
F_1=\frac{2n+1}{6n^4(n+1)^2}=F_{\rm IT}\,\frac{1+\frac1{2n}}{\left(1+\frac1n\right)^2}=F_{\rm IT}\left[1-\frac3{2n}+\frac2{n^2}-\dots\right],
\end{equation}
from $(1+\tfrac12u)(1-2u+3u^2-\dots)$ with $u=1/n$. The statement that the manifolds meet at $1/(3n^5)$ is therefore the leading term at large $n$. The correction $-3/(2n)$ comes entirely from $\Delta$ being smaller than $1/n^3$.

At second order write the quadratic shifts as $-c_aF^2$ and $-c_bF^2$. Equation~\eqref{eq:E} with $k=n-1$ in shell $n$ and $k=-n$ in shell $n+1$ gives
\begin{equation}
c_a=\frac{n^4}{16}(14n^2+6n+16),\qquad c_b=\frac{(n+1)^4}{16}(14n^2+34n+36).
\end{equation}
Setting $E_a=E_b$ yields $3n^2F_2+(c_b-c_a)F_2^2=\Delta$. The $n^6$ terms cancel in the difference, because both levels are pushed down almost equally, and $c_b-c_a\to(56+34-6)n^5/16=\tfrac{21}4n^5$. The relative shift of the crossing is $-(c_b-c_a)F_1/(3n^2)\to-7/(12n^2)$.

The third order is of the same size. For a classical orbit $n^2E$ depends on the field through $n^4F$, so the term of order $p$ scales as $n^{4p-2}F^p$, which is $n^{-p-2}$ at $F_{\rm IT}$. The reflection $z\to-z$ exchanges $\xi$ and $\eta$, so $E(k,F)=E(-k,-F)$ and the third-order term is odd in $k$. It therefore adds in $E_a-E_b$ at order $n^{-5}$, or $n^{-2}$ relative to $\Delta$. Both $F_1$ and $F_2$ thus have relative errors of order $1/n^2$. Replacing $a$ or $b$ by its nearest competitor ($m=1$) lowers the slope difference by a fraction of about $1/(2n)$, which exceeds these corrections at large $n$, so the order of meeting survives.

\section{A second conserved operator}

Multiply the first of Eqs.~\eqref{eq:sep} by $\eta$ and the second by $\xi$, and subtract, so that $E$ drops out: $(\eta L_1-\xi L_2)\psi=(\eta Z_1-\xi Z_2)\psi$. With $Z_{1,2}=\tfrac12[1\pm(Z_1-Z_2)]$ the right side is $\tfrac12[\eta-\xi+(\xi+\eta)(Z_1-Z_2)]\psi$. Hence $\psi$ is an eigenfunction, with eigenvalue $Z_1-Z_2=2Z_1-1$, of
\begin{equation}
K=\frac{2(\eta L_1-\xi L_2)+\xi-\eta}{\xi+\eta},
\label{eq:K}
\end{equation}
where the functions of position stand to the left of $L_1$ and $L_2$, as in Eq.~\eqref{eq:H}. Putting Eqs.~\eqref{eq:H} and \eqref{eq:K} over their common denominator gives the operator identities
\begin{equation}
2L_1=\xi H+1+K,\qquad 2L_2=\eta H+1-K .
\label{eq:ident}
\end{equation}
The operators $L_1$ and $L_2$ act on different variables and share only $L_z^2$, so they commute, $L_1$ commutes with $\eta$, and $L_2$ with $\xi$. Then
\begin{align}
0=[2L_1,2L_2]&=2L_1(\eta H+1-K)-2L_2(\xi H+1+K)\nonumber\\
&=(2\eta L_1-2\xi L_2)H+(2L_1-2L_2)-(2L_1+2L_2)K .
\end{align}
By Eq.~\eqref{eq:ident} the three brackets are $(\xi+\eta)K-(\xi-\eta)$, $(\xi-\eta)H+2K$ and $(\xi+\eta)H+2$. The terms $(\xi-\eta)H$ and $2K$ cancel, and $(\xi+\eta)(KH-HK)=0$ remains. So $[H,K]=0$ at every field. Also $[L_z,K]=0$, since $K$ contains $\varphi$ only through $L_z^2$.

The Cartesian form follows from Eq.~\eqref{eq:Lcyl}, where the $\partial_z^2$ terms cancel: $\eta L_1-\xi L_2=\tfrac14(\xi^2-\eta^2)\nabla_\perp^2-\tfrac12(\xi+\eta)(D+1)\partial_z+\tfrac14F\xi\eta(\xi+\eta)$, so
\begin{equation}
K=z\nabla_\perp^2-(D+1)\partial_z+\frac zr+\tfrac12F\rho^2 .
\end{equation}
The Runge--Lenz vector is $\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-\hat{\mathbf r}$. Here $(\mathbf p\times\mathbf L)_z=p_xL_y-p_yL_x=zp_\perp^2-(p_xx+p_yy)p_z$ and $(\mathbf L\times\mathbf p)_z=(xp_x+yp_y)p_z-zp_\perp^2$. With $p_xx=xp_x-i$, half their difference is $zp_\perp^2-(xp_x+yp_y-i)p_z=-z\nabla_\perp^2+(D+1)\partial_z$. Therefore
\begin{equation}
K=-A_z+\tfrac12F(x^2+y^2),
\end{equation}
which is Hermitian. At $F=0$ its eigenvalue is $\kappa(s_1-s_2)/2=k/n$. The program checks $[H,K]=0$ and $[L_z,K]=0$ in Cartesian form, acting on an exponential with symbolic parameters and evaluated exactly at three points. It also checks that $[H,A_z]\neq0$ and that the core potential used below does not commute with $K$.

This part has located the first meeting of levels $a$ and $b$ to second order in $F$ and found an operator $K$ that commutes with $H$ at every field. It remains to show that the two levels cross without repulsion, to estimate tunnelling, to compare with numerical results for $n=30$, and to see what a core that breaks $K$ does.
